# Pinning factor from a barrier slope on electronegativity

## The problem

Several metals are deposited on the same n-type semiconductor, prepared in the same way each time. Plotted against the electronegativity $X$ of the metal, the barrier heights lie on a straight line of slope $0.23$ eV per electronegativity unit. The work functions of the same metals, plotted against the same $X$, lie on a straight line of slope $2.3$ eV per unit.

(a) Find the pinning factor $S=d\phi_B/d\Phi_M$.

(b) Suppose the pinning comes from a uniform density $D$ of interface states behind a layer of thickness $0.5$ nm and relative permittivity $2$. Find $D$.

(c) Find the barriers on n-type silicon for $X=1.6$, $1.9$ and $2.2$, and compare them with the barriers expected without pinning.

(d) Estimate how far depletion charge, image force and tunnelling disturb the result at a doping of $10^{16}$ cm$^{-3}$ and 300 K.

**Conventions.** The barrier $\phi_B$ is the energy of the conduction-band edge minus the Fermi level, both at the interface. $\Phi_M$ is the metal work function and $\chi$ the electron affinity of the semiconductor. All three are energies, and $e$ is the positive elementary charge. The contact is at zero bias.

**Data for (c) and (d).** These are rough typical values: $\chi=4.05$ eV, gap $E_g=1.12$ eV, relative permittivity of silicon $11.7$, conduction-band density of states $2.8\times10^{19}$ cm$^{-3}$. The interface states are neutral when the Fermi level lies $\phi_0=0.70$ eV below the conduction band. Electronegativities are on the Pauling scale, and $\Phi_M=0.3\ \text{eV}+(2.3\ \text{eV})X$.

## Hints

1. The barrier depends on $X$ through the work function. Which rule of calculus connects the three slopes?
2. Check the units. A pinning factor compares an energy with an energy.
3. For (b), write the vacuum level on each side of the layer, measured from the common Fermi level. Their difference is the potential energy step across the layer.
4. States filled above their neutrality level carry negative charge. The metal carries the opposite charge.
5. For (d), ask of each effect whether it shifts all barriers equally or changes the slope. An equal shift leaves $S$ alone.

## Full solution

### (a) The conversion

If the barrier is a function of the work function, and the work function a function of $X$, the chain rule gives

$$\frac{d\phi_B}{dX}=\frac{d\phi_B}{d\Phi_M}\,\frac{d\Phi_M}{dX}.$$

Write $S_X=d\phi_B/dX$ and $A=d\Phi_M/dX$. Then $S_X=SA$, and

$$S=\frac{S_X}{A}=\frac{0.23\ \text{eV/unit}}{2.3\ \text{eV/unit}}=0.10 .$$

The units cancel. In words: one more unit of electronegativity raises the work function by 2.3 eV and the barrier by 0.23 eV, so a tenth of the change in work function reaches the barrier.

The inputs have two digits. If each is rounded correctly, $S$ lies between $0.225/2.35=0.096$ and $0.235/2.25=0.104$, so two digits are all the answer deserves.

Both slopes must refer to the same electronegativity scale. On another scale $X'=a+bX$, each derivative is divided by $b$, and

$$\frac{S_X/b}{A/b}=\frac{S_X}{A}.$$

The ratio survives a change of scale, but mixing scales does not. With $b=1.7$, the work-function slope becomes $2.3/1.7=1.35$ eV per new unit. Dividing the old $0.23$ by this would give $0.17$ instead of $0.10$.

The unpinned limit is $S=1$, where the barrier follows the work function fully. On the electronegativity plot this limit is a slope of $2.3$ eV per unit, not $1$. Complete pinning is $S=0$ on either plot.

### (b) The density of interface states

Let the metal surface be at $x=0$ and the semiconductor surface at $x=\delta$, with permittivity $\varepsilon_i$ between them. First ignore the depletion charge in the semiconductor; part (d) restores it.

**Charge.** The Fermi level lies $\phi_B$ below the conduction band, and the neutrality level lies $\phi_0$ below it. The Fermi level is therefore $\phi_0-\phi_B$ above the neutrality level. With $D$ states per area and energy, the number of extra electrons per area is $D(\phi_0-\phi_B)$. Each carries $-e$, so the charge per area is

$$\sigma=-eD(\phi_0-\phi_B)=eD(\phi_B-\phi_0).$$

**Potential.** The contact as a whole is neutral, so the metal surface carries $-\sigma$. The field in the layer, counted positive towards the semiconductor, is $-\sigma/\varepsilon_i$. The electric potential changes by minus the field times the distance:

$$\psi(\delta)-\psi(0)=\frac{\sigma\delta}{\varepsilon_i}.$$

An electron has charge $-e$, so its vacuum level changes by $-e\sigma\delta/\varepsilon_i$ from metal to semiconductor.

**Energy levels.** Measured from the Fermi level, the vacuum level is at $\Phi_M$ on the metal side and at $\phi_B+\chi$ on the semiconductor side. Hence

$$\phi_B+\chi-\Phi_M=-\frac{e\sigma\delta}{\varepsilon_i}.$$

Change the sign of both sides and insert $\sigma$:

$$\Phi_M-\chi-\phi_B=g\,(\phi_B-\phi_0),\qquad g=\frac{e^2D\delta}{\varepsilon_i}.$$

Collect the terms in $\phi_B$ on one side:

$$(1+g)\phi_B=\Phi_M-\chi+g\phi_0 .$$

Divide by $1+g$. The coefficient of $\Phi_M$ is by definition the pinning factor, so

$$S=\frac{1}{1+g},\qquad 1-S=\frac{g}{1+g},$$

$$\phi_B=S(\Phi_M-\chi)+(1-S)\phi_0 .$$

With few states, $g\to0$ and $\phi_B\to\Phi_M-\chi$, the Schottky-Mott barrier. With many states, $g\to\infty$ and $\phi_B\to\phi_0$ for every metal. The mechanism is screening: a small move of the Fermi level away from neutrality charges the states, and the resulting dipole takes up most of the difference in work function.

Inverting the formula for $S$ gives $g=1/S-1=10-1=9$, and therefore

$$D=\left(\frac1S-1\right)\frac{\varepsilon_i}{e^2\delta}.$$

For the numbers, $\varepsilon_i/\delta=2(8.854\times10^{-12}\ \text{F/m})/(0.5\times10^{-9}\ \text{m})=0.0354$ F/m². Dividing by $e=1.602\times10^{-19}$ C gives $2.21\times10^{17}$ states per m² and volt. One volt corresponds to one eV per electron, so this is $2.21\times10^{13}$ cm$^{-2}$ eV$^{-1}$. Multiplication by 9 gives

$$D=2.0\times10^{14}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

The pinning factor fixes only the product $D\delta/\varepsilon_i$. A layer half as thick with the same permittivity would need twice the density of states.

Suppose $0.23$ were taken as $S$ itself. Then $g=1/0.23-1=3.35$ and $D=7.4\times10^{13}$ cm$^{-2}$ eV$^{-1}$, which is $0.37$ of the correct density. The barrier slope would be $0.23\times2.3=0.53$ eV per unit, in conflict with the given $0.23$ eV per unit.

**If the density is not uniform.** Then $\sigma$ is a curved function of $\phi_B$. If the density changes little over a few $kT$, so that the thermal smearing of the occupation can be ignored, its slope is $d\sigma/d\phi_B=eD(\phi_B)$. Differentiating $\Phi_M-\chi-\phi_B=e\delta\sigma/\varepsilon_i$ with respect to $\phi_B$ gives

$$\frac{d\Phi_M}{d\phi_B}=1+\frac{e^2\delta D(\phi_B)}{\varepsilon_i}.$$

The local pinning factor is the inverse of this. It depends on the density of states within a few $kT$ of the Fermi level, and the barrier plot bends where that density varies. A single $S$ then describes only a limited range of metals.

### (c) Barriers on silicon

For $X=1.9$ the work function is $0.3+2.3\times1.9=4.67$ eV. Without pinning the barrier would be $4.67-4.05=0.62$ eV. With pinning,

$$\phi_B=0.10\times0.62+0.90\times0.70=0.692\ \text{eV}.$$

The other two metals follow in the same way:

- $X=1.6$: $\Phi_M=3.98$ eV, unpinned $-0.07$ eV, pinned $0.623$ eV.
- $X=2.2$: $\Phi_M=5.36$ eV, unpinned $1.31$ eV, pinned $0.761$ eV.

The work functions span $1.38$ eV and the barriers $0.138$ eV, a ratio of $0.10$. Divided by the span of $0.6$ electronegativity units, the barrier change returns $0.138/0.6=0.23$ eV per unit.

The unpinned values show what pinning does here. At $X=1.6$ the negative value means no barrier at all, yet the pinned contact has one of $0.62$ eV. At $X=2.2$ the unpinned value exceeds the gap, which would put the Fermi level inside the valence band, where the simple rule no longer applies. The pinned barriers all stay well inside the gap.

The step across the layer shows where the rest of the work function goes. At $X=1.6$ the vacuum level on the metal side minus that on the semiconductor side is $-0.070-0.623=-0.693$ eV, equal to $9\times(0.623-0.700)$ eV as the charge balance demands. Over 0.5 nm this is a field of about 14 MV/cm. The layer is only a few atoms thick, so $\delta$ and $\varepsilon_i$ are best read as effective parameters of an interface dipole, not as properties of a bulk insulator.

As a numerical check, the charge balance was solved by root finding for seven metals evenly spaced from $X=1.6$ to $2.2$, with the density from (b). Straight-line fits to the resulting barriers gave $0.2300$ eV per unit against $X$ and $0.1000$ against $\Phi_M$.

### (d) What the model leaves out

**Depletion charge.** Let $N$ be the doping, $\varepsilon_s$ the permittivity of silicon and $v(x)\ge0$ the drop of the potential below its bulk value. The electron density is $Ne^{-ev/kT}$, so the net charge density is $eN(1-e^{-ev/kT})$ and Poisson's equation reads

$$v''=\frac{eN}{\varepsilon_s}\left(1-e^{-ev/kT}\right).$$

Multiply by $v'$ and integrate from the bulk, where $v=v'=0$, to the interface, where $v=V$ and the field has magnitude $F=|v'|$:

$$\frac{F^2}{2}=\frac{eN}{\varepsilon_s}\left[V-\frac{kT}{e}\left(1-e^{-eV/kT}\right)\right].$$

For $eV\gg kT$ the exponential can be dropped. The depletion charge per area, $Q_d=\varepsilon_sF$, is then

$$Q_d=\sqrt{2e\varepsilon_sN\left(V-\frac{kT}{e}\right)} .$$

In the bulk the Fermi level lies $kT\ln(2.8\times10^{19}/10^{16})=7.9\,kT=0.205$ eV below the conduction band. This distance of many $kT$ also justifies the nondegenerate electron density. For $X=1.9$ the bending is $V\approx0.69-0.205\approx0.49$ V, and $Q_d=0.039$ µC/cm².

This positive charge adds to $\sigma$, so the charge balance gains a term:

$$\Phi_M-\chi-\phi_B=g(\phi_B-\phi_0)+\frac{e\delta Q_d}{\varepsilon_i}.$$

Solving for $\phi_B$ as before, and keeping $Q_d$ at its value above, shifts the barrier by $-S\,e\delta Q_d/\varepsilon_i=-0.10\times11\ \text{meV}=-1.1$ meV. Only the variation of this shift from metal to metal affects the slope. The full solution gives $S=0.0999$, a relative change of about $0.1\%$.

**Image force.** An electron at distance $x$ from the metal has image energy $-e^2/(16\pi\varepsilon_sx)$, and the interface field lowers its energy by a further $eFx$. The total lowering below $\phi_B$ is

$$\Delta(x)=\frac{e^2}{16\pi\varepsilon_sx}+eFx .$$

The top of the barrier is where $\Delta$ is smallest. Setting $d\Delta/dx=0$ gives $x_m=\sqrt{e/(16\pi\varepsilon_sF)}$. There the two terms are equal, so

$$\Delta(x_m)=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon_s}} .$$

For $X=1.9$, $F=0.038$ MV/cm, $x_m=2.9$ nm and the lowering is $21.5$ meV. The depletion region is about 250 nm wide, so treating $F$ as constant up to $x_m$ is justified. The formula does, however, place the conducting surface at the surface of the silicon and ignores the layer, whose equivalent thickness in silicon, $\delta\varepsilon_s/\varepsilon_i\approx2.9$ nm, is as large as $x_m$. It is a fair estimate only if the interface states screen the passing electron, in which case the lowering is about 20 meV. If they do not respond, the lowering largely disappears. The value $21.5$ meV is thus an upper estimate.

If the interface layer lets electrons pass freely, a barrier deduced from current flow is the lowered one. Higher barriers have larger fields and are lowered slightly more, so the apparent slope shrinks. With depletion charge and image force together, $S=0.0987$, which is $1.3\%$ below $0.10$. This is smaller than the rounding uncertainty in (a).

**Tunnelling.** Take the parabolic barrier $eV(1-x/W)^2$, with $W=\sqrt{2\varepsilon_sV/(eN)}$. At the foot of the barrier the WKB exponent for an electron of mass $m$ is

$$\frac{2}{\hbar}\int_0^W\!\sqrt{2meV}\left(1-\frac xW\right)dx=\frac{W\sqrt{2meV}}{\hbar}=\frac{2V}{\hbar}\sqrt{\frac{m\varepsilon_s}{N}} .$$

Writing this as $eV/E_{00}$ defines

$$E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon_s}} .$$

The tunnelling mass depends on the crystal face. The light electron mass of silicon, $0.19$ of the free mass, is the most favourable case and gives $E_{00}=1.25$ meV, only $0.05\,kT$. Such a small ratio is the usual sign that current flows mainly over the barrier. Some electrons still tunnel just below the top, where the barrier is thin. A WKB estimate for the barrier rounded by the image force puts their share near $15\%$ of the current; the apparent barrier drops by about 1 meV more and $S$ changes by only about $0.2\%$. Since $E_{00}\propto\sqrt N$, it reaches $kT$ at a doping about $(25.85/1.25)^2\approx430$ times higher, near $4\times10^{18}$ cm$^{-3}$. Near that doping, and already somewhat below it, a barrier read from the current by assuming emission over the top would be misleading.

The current must also cross the interface layer. If this layer is a real tunnel barrier, of mean height $U\approx4$ eV for a free electron, then $\kappa=\sqrt{2mU}/\hbar\approx10$ nm$^{-1}$ and the transmission is $e^{-2\kappa\delta}$ with $2\kappa\delta\approx10$. A barrier read from the current at one temperature, with this factor ignored, is too high by $2\kappa\delta\,kT\approx0.26$ eV. The step across the layer runs from $-0.693$ to $+0.549$ eV over the metals, so $U$ changes by half of this span, $0.62$ eV, and the exponent by $10\times0.62/(2\times4)\approx0.8$. The apparent barriers then spread by a further $0.8\,kT\approx20$ meV on top of $138$ meV, which raises the apparent $S$ by about $15\%$. This exceeds the other corrections and the rounding uncertainty. It is absent when the layer is only an effective dipole that electrons cross freely.

### The real case

Many barriers of metals and silicides on n-type silicon lie roughly between $0.5$ and $0.9$ eV, so the modelled range of $0.62$ to $0.76$ eV is realistic but narrower. One assumption that real contacts can break is that one neutrality level and one interface layer serve every metal. The barrier also depends on atomic structure: nickel disilicide on the (111) face of silicon forms two crystal orientations whose barriers differ by roughly $0.1$ eV, with the same metal and the same $X$. If one end point of the present line moved by $0.1$ eV, a slope drawn through the two end points would change by $0.1/1.38\approx0.07$, taking $S$ from $0.10$ to either $0.03$ or $0.17$. This outweighs the corrections to the slope estimated in (d). The work-function line is also only a broad trend. Common contact metals depart from it strongly: tungsten has $X=2.36$ and a work function near $4.55$ eV, where the line gives $5.7$ eV, and nickel has $X=1.91$ and about $5.15$ eV, where the line gives $4.7$ eV. The slope $A$ therefore depends on the set of metals, can be well below $2.3$ eV per unit, and should be fitted to the same metals as $S_X$. A pinning factor for silicon is thus the slope of an average trend and needs many metals to be meaningful.

## Variation 1: p-type contacts

*The same metals are placed on p-type silicon, with the neutrality level and interface layer unchanged. What is the slope of the hole barrier, and what pinning factor follows?*

The hole barrier $\phi_p$ is the Fermi level minus the valence-band edge at the interface. The two barriers fill the gap, $\phi_B+\phi_p=E_g$, if the small effects of (d) are ignored. Since $E_g$ does not depend on the metal,

$$\frac{d\phi_p}{dX}=-\frac{d\phi_B}{dX}=-0.23\ \text{eV/unit},\qquad \frac{d\phi_p}{d\Phi_M}=-0.10 .$$

For $X=1.6$ the hole barrier is $1.12-0.623=0.497$ eV, and for $X=2.2$ it is $1.12-0.761=0.359$ eV. A larger work function lowers the barrier for holes. The strength of pinning is the same, so $S=0.10$ is quoted as the magnitude.

## Variation 2: scattered work functions

*The work functions now scatter about their line by about $0.2$ eV. Does the ratio of slopes still agree with a direct fit of $\phi_B$ against $\Phi_M$?*

The least-squares slope of $y$ against $x$ is $\text{cov}(x,y)/\text{var}(x)$. There are two cases.

**The barrier follows the actual work function**, $\phi_B=S\Phi_M+\text{const}$. Then $\text{cov}(X,\phi_B)=S\,\text{cov}(X,\Phi_M)$. Dividing both sides by $\text{var}(X)$ gives $S_X=SA$, so the ratio of the two fitted slopes is $S$. The direct fit also gives $S$.

**The barrier follows electronegativity**, $\phi_B=S_XX+\text{const}$. The direct fit now gives

$$\frac{\text{cov}(\Phi_M,\phi_B)}{\text{var}(\Phi_M)}=S_X\frac{\text{cov}(X,\Phi_M)}{\text{var}(\Phi_M)} .$$

Let $R$ be the correlation coefficient, with $R^2=\text{cov}(X,\Phi_M)^2/[\text{var}(X)\,\text{var}(\Phi_M)]$. Because $A=\text{cov}(X,\Phi_M)/\text{var}(X)$, the last fraction equals $R^2/A$, and the direct slope is

$$\frac{S_X}{A}R^2 .$$

Take seven metals from $X=1.6$ to $2.2$ in steps of $0.1$, and shift their work functions alternately up and down by $0.2$ eV, with the mean shift removed. This pattern is uncorrelated with $X$, so $A$ stays at $2.3$ eV per unit. Here $R^2=0.844$, and the direct fit gives $0.084$ instead of $0.10$.

The two procedures agree for perfect straight lines. For scattered data a published pinning factor should therefore say which of them was used. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Barrier slope S_X = 0.23 eV/unit
Work-function slope A = 2.3 eV/unit
Pinning factor S = S_X/A = 0.100
Solved model, slope on X = 0.2300 eV/unit
Solved model, slope on work function = 0.1000
Ratio of slopes on another X scale = 0.1000
Temperature = 300 K, kT = 25.85 meV
Electron affinity = 4.05 eV, gap = 1.12 eV
Neutrality level below band edge = 0.70 eV
Work-function intercept = 0.3 eV
Layer = 0.5 nm, rel. permittivity 2.0
Silicon rel. permittivity = 11.7
Doping = 1.0e+16 cm^-3
Band density of states = 2.8e+19 cm^-3
e^2 D delta/eps_i = 9.000
Interface states D = 1.989e+14 cm^-2 eV^-1
X = 1.6: work function 3.980 eV, unpinned -0.070 eV, pinned 0.6230 eV
X = 1.9: work function 4.670 eV, unpinned 0.620 eV, pinned 0.6920 eV
X = 2.2: work function 5.360 eV, unpinned 1.310 eV, pinned 0.7610 eV
Work-function span = 1.380 eV
Barrier span = 0.1380 eV
Mistaken S = 0.23: D = 7.401e+13 cm^-2 eV^-1
Mistaken D / correct D = 0.372
Mistaken S = 0.23: slope on X = 0.529 eV/unit
Scatter amplitude = 0.2 eV, R^2 = 0.844
Barriers follow work function: ratio of fits = 0.1000
Barriers follow X: direct fit = 0.0844
Depletion charge, X = 1.9: 0.0391 uC/cm2
Barrier shift by depletion charge = -1.10 meV
S with depletion charge = 0.09988
Interface field, X = 1.9: 0.0377 MV/cm
Image-force lowering = 21.5 meV
Barrier top at 2.86 nm, depletion width 251 nm
S with depletion and image force = 0.09871
Lightest electron mass = 0.19 m_e
Tunnelling energy E00 = 1.25 meV, E00/kT = 0.048
Bulk Fermi level below band edge = 0.205 eV = 7.9 kT
```
